\section*{Radiative Decay and Classical Damping of a Harmonically Trapped Electron}

\section*{Question}

I have an electron in a three-dimensional isotropic harmonic trap, with potential energy $m\omega^2r^2/2$. The exercise asks for the spontaneous decay rate of the first excited level. I am then supposed to show that it equals the classical damping rate, given as $2e^2\omega^2/(3mc^3)$.

I can write down the oscillator states, but I am stuck on four points:
\begin{itemize}
\item The first excited level contains three states. Do I add their three rates, average them, or do something else? What if the electron starts in a superposition?
\item I know that the rate involves a squared dipole matrix element, but I do not see where the numerical factor in front comes from.
\item Is the ``classical damping rate'' that of the amplitude or that of the energy? They differ by a factor of two.
\item The level has energy $5\hbar\omega/2$. Is that the energy I should give the classical oscillator when I compare the two?
\end{itemize}
I would like to work in SI units. Why should a quantum rate contain no $\hbar$ at all?

\section*{Answer}

I take the charge of the electron as $-e$, with $e>0$, and treat the trap as a fixed potential. The electron moves non-relativistically, its spin is ignored, and the radiation field starts in its vacuum state in free space. The quoted formula is in Gaussian units. To convert it, replace the Gaussian $e^2$ by $e^2/(4\pi\varepsilon_0)$:
\begin{equation}
\frac{2e^2\omega^2}{3mc^3}\;\longrightarrow\;
\frac{2}{3mc^3}\,\frac{e^2\omega^2}{4\pi\varepsilon_0}
=\frac{e^2\omega^2}{6\pi\varepsilon_0mc^3}.
\label{target}
\end{equation}
This is the SI expression that both calculations have to reach.

\subsection*{The three states and their dipoles}

The Hamiltonian is a sum of three one-dimensional oscillators, so the energies are $(N+3/2)\hbar\omega$ with $N=n_x+n_y+n_z$. The level $N=1$ contains $|1_x\rangle$, $|1_y\rangle$ and $|1_z\rangle$, each with one quantum along the axis named. The ground state $|0\rangle$ is the only state below them, and the energy difference is $\hbar\omega$.

Define the oscillator length $a=\sqrt{\hbar/(m\omega)}$ and, for each axis $j$, the lowering operator
\begin{equation}
b_j=\frac{1}{\sqrt2}\left(\frac{r_j}{a}+\frac{ia\,p_j}{\hbar}\right).
\end{equation}
Adding its adjoint removes the momentum and gives $r_j=(a/\sqrt2)(b_j+b_j^\dagger)$. Since $b_j|1_l\rangle=\delta_{jl}|0\rangle$, while $b_j^\dagger|1_l\rangle$ has two quanta and is orthogonal to $|0\rangle$,
\begin{equation}
\langle0|r_j|1_l\rangle=\frac{a}{\sqrt2}\,\delta_{jl}.
\label{element}
\end{equation}
The three states therefore have equally strong transition dipoles along three perpendicular directions.

\subsection*{Coupling to one field mode}

Put the field in a large periodic box of volume $V$. A mode $\lambda$ has a wave vector $\mathbf k$, a real unit polarization vector $\boldsymbol\epsilon\perp\mathbf k$, and frequency $\omega_\lambda=ck$. If the electron's orbit is much smaller than the wavelength, the field can be evaluated at the trap centre. This is the electric-dipole approximation. The force $-e\mathbf E$ then corresponds to the interaction energy
\begin{equation}
H_{\rm int}=e\,\mathbf r\cdot\mathbf E(0),\qquad
\mathbf E(0)=\sum_\lambda i\mathcal E_\lambda\boldsymbol\epsilon
\,(\alpha_\lambda-\alpha_\lambda^\dagger),
\end{equation}
where $\alpha_\lambda$ removes a photon from the mode.

The amplitude $\mathcal E_\lambda$ follows from the vacuum energy. A mode in its ground state has energy $\hbar\omega_\lambda/2$, half of it electric, as for any harmonic oscillator. The mean square field of the mode in vacuum is $\mathcal E_\lambda^2$, the same everywhere in the box, so
\begin{equation}
\frac{\varepsilon_0}{2}\mathcal E_\lambda^2V=\frac{\hbar\omega_\lambda}{4}
\quad\Rightarrow\quad
\mathcal E_\lambda^2=\frac{\hbar\omega_\lambda}{2\varepsilon_0V}.
\label{vacuum}
\end{equation}
The matrix element for going from $|1_j\rangle$ without photons to $|0\rangle$ with one photon in mode $\lambda$ is, by (\ref{element}),
\begin{equation}
V_{\lambda j}=-\,i\,e\,\mathcal E_\lambda\frac{a}{\sqrt2}\,\epsilon_j .
\label{coupling}
\end{equation}

\subsection*{From the coupling to a decay rate}

Let $c_j(t)$ be the amplitude of $|1_j\rangle$ without photons, and $f_\lambda(t)$ that of $|0\rangle$ with one photon. The phases due to the unperturbed energies are taken out. Keeping only these nearly resonant states, the Schr\"odinger equation reads
\begin{align}
i\hbar\dot f_\lambda&=\sum_l V_{\lambda l}\,e^{i(\omega_\lambda-\omega)t}c_l,\\
i\hbar\dot c_j&=\sum_\lambda V_{\lambda j}^*\,e^{-i(\omega_\lambda-\omega)t}f_\lambda .
\end{align}
Integrate the first equation from $f_\lambda(0)=0$ and insert it into the second. The two factors $1/(i\hbar)$ multiply to $-1/\hbar^2$:
\begin{equation}
\dot c_j=-\sum_l\int d\omega'\,G_{jl}(\omega')
\int_0^t dt'\,e^{-i(\omega'-\omega)(t-t')}c_l(t'),
\label{memory}
\end{equation}
where the modes have been collected by frequency,
\begin{equation}
G_{jl}(\omega')=\frac{1}{\hbar^2}\sum_\lambda
V_{\lambda j}^*V_{\lambda l}\,\delta(\omega'-\omega_\lambda).
\label{G}
\end{equation}

To evaluate $G_{jl}$, first add the two polarizations. Together with $\hat{\mathbf k}=\mathbf k/k$ they form an orthonormal basis, so
\begin{equation}
\sum_{\boldsymbol\epsilon}\epsilon_j\epsilon_l=\delta_{jl}-\hat k_j\hat k_l .
\end{equation}
Now integrate over directions. For $j\ne l$ the integral of $\hat k_j\hat k_l$ vanishes by reflection. For $j=l$ the three integrals are equal and add up to $4\pi$, so each is $4\pi/3$. Hence
\begin{equation}
\int d\Omega\,(\delta_{jl}-\hat k_j\hat k_l)
=\left(4\pi-\frac{4\pi}{3}\right)\delta_{jl}=\frac{8\pi}{3}\,\delta_{jl}.
\label{angles}
\end{equation}
In a large box the sum over wave vectors becomes $V/(2\pi)^3\int k^2dk\,d\Omega$. With $k=\omega'/c$ and $dk=d\omega'/c$, equations (\ref{vacuum}), (\ref{coupling}) and (\ref{angles}) give
\begin{align}
G_{jl}(\omega')
&=\frac{1}{\hbar^2}\,\frac{e^2a^2}{2}\,
\frac{\hbar\omega'}{2\varepsilon_0V}\,
\frac{V}{8\pi^3}\,\frac{\omega'^2}{c^3}\,\frac{8\pi}{3}\,\delta_{jl}\nonumber\\
&=\frac{e^2a^2\omega'^3}{12\pi^2\varepsilon_0\hbar c^3}\,\delta_{jl}
\equiv G(\omega')\,\delta_{jl}.
\label{Gresult}
\end{align}
The box volume has cancelled.

The factor $\delta_{jl}$ settles your first question. Each amplitude obeys its own equation, and all three equations are the same. The rates are therefore neither added nor weighted: any normalized state of the level, superpositions included, decays at one common rate. Adding three rates would describe one initial state with three final states, whereas here three possible initial states share one final state.

Modes far from resonance mainly shift the transition frequency. Let $\omega$ include this shift; its size is discussed below. If the coupling is weak, $c_j$ then changes little during an optical period, and the frequencies near $\omega$ control the decay. There $G$ may be replaced by $G(\omega)$. For the same reason the lower limit of $\omega'$ may be moved from $0$ to $-\infty$. The frequency integral in (\ref{memory}) then becomes $2\pi\delta(t-t')$. The time integral ends at the peak of this symmetric function and collects half of it:
\begin{equation}
\dot c_j=-2\pi G(\omega)\,\frac{c_j}{2}=-\pi G(\omega)\,c_j .
\end{equation}
This replacement drops the frequency shift, which $\omega$ already includes. The truncated equations above give the rate but not the shift. Because $G\propto\omega'^3$, their shift grows as the cube of the highest mode frequency $\Lambda$ kept; for the model trap below it is about $-0.23\,\omega$ already at $\Lambda=c/a$. Most of it cancels against terms left out here: the non-resonant part of the coupling, and the term quadratic in $e\mathbf r$ that accompanies the $\mathbf r\cdot\mathbf E$ form. With these terms, and for $\Lambda\gg\omega$, the shift to first order in $e^2$ is $-(\Gamma/\pi)\,\Lambda/\omega$, about $-1.8\times10^{-6}\,\omega$ in the same example. It has the form of a change of the electron mass, which the measured $m$ already contains. On this ground, and not from the truncated equations alone, $\omega$ is identified with the trap frequency that sets $a$. The probability of still being excited is
\begin{equation}
\sum_j|c_j(t)|^2=e^{-\Gamma t},\qquad \Gamma=2\pi G(\omega),
\end{equation}
which is Fermi's golden rule. With (\ref{Gresult}),
\begin{equation}
\Gamma=\frac{e^2a^2\omega^3}{6\pi\varepsilon_0\hbar c^3}
=\frac{\omega^3D^2}{3\pi\varepsilon_0\hbar c^3},
\qquad D=\frac{ea}{\sqrt2}.
\label{dipolerate}
\end{equation}
This is the squared-dipole formula you had in mind, with its prefactor. Inserting $a^2=\hbar/(m\omega)$,
\begin{equation}
\boxed{\;\Gamma=\frac{e^2\omega^3}{6\pi\varepsilon_0\hbar c^3}\,
\frac{\hbar}{m\omega}
=\frac{e^2\omega^2}{6\pi\varepsilon_0mc^3}\;}
\label{quantum}
\end{equation}
This is where $\hbar$ disappears: the squared dipole is proportional to $\hbar$, and the prefactor to $1/\hbar$.

\subsection*{Power radiated by a classical charge}

Now let the electron move on a classical orbit $\mathbf r(t)$, with dipole moment $\mathbf d=-e\mathbf r$. The volume integral of its current density is $-e\dot{\mathbf r}=\dot{\mathbf d}$. At a distance $R$ much larger than the orbit, and with the orbit much smaller than the wavelength, the retarded vector potential is
\begin{equation}
\mathbf A=\frac{\mu_0}{4\pi R}\,\dot{\mathbf d}(t-R/c).
\end{equation}
Let $\mathbf n$ be the outward unit vector. Far away, the leading part of a spatial derivative comes from the retarded time, so $\nabla$ acts as $-(\mathbf n/c)\,\partial_t$. Therefore
\begin{equation}
\mathbf B=\nabla\times\mathbf A
=-\frac{\mu_0}{4\pi Rc}\,\mathbf n\times\ddot{\mathbf d}
=\frac{\mu_0}{4\pi Rc}\,\ddot{\mathbf d}\times\mathbf n .
\end{equation}
The same rule in $\nabla\times\mathbf B=\dot{\mathbf E}/c^2$ gives $\mathbf E=c\,\mathbf B\times\mathbf n$. Because $\mathbf B\perp\mathbf n$, the energy flux $\mathbf E\times\mathbf B/\mu_0$ equals $(cB^2/\mu_0)\,\mathbf n$.

If $\theta$ is the angle between $\ddot{\mathbf d}$ and $\mathbf n$, then $|\ddot{\mathbf d}\times\mathbf n|^2=\ddot d^{\,2}\sin^2\theta$. The integral of $\sin^2\theta$ over all directions is $8\pi/3$, so
\begin{equation}
P=\frac{c}{\mu_0}\,R^2\,\frac{\mu_0^2\,\ddot d^{\,2}}{16\pi^2R^2c^2}\,\frac{8\pi}{3}
=\frac{\mu_0\,\ddot d^{\,2}}{6\pi c}
=\frac{e^2|\ddot{\mathbf r}|^2}{6\pi\varepsilon_0c^3},
\label{larmor}
\end{equation}
where the last step uses $\mu_0=1/(\varepsilon_0c^2)$.

\subsection*{Energy damping}

Over a few periods the loss is small, and the orbit is that of the undamped trap:
\begin{equation}
\mathbf r=\mathbf u\cos\omega t+\mathbf w\sin\omega t .
\end{equation}
The constant vectors $\mathbf u$ and $\mathbf w$ are arbitrary, so this covers lines, circles and ellipses. Since $\ddot{\mathbf r}=-\omega^2\mathbf r$, the cycle averages are
\begin{equation}
\langle r^2\rangle=\frac{u^2+w^2}{2},\qquad
\langle|\ddot{\mathbf r}|^2\rangle=\omega^4\langle r^2\rangle .
\end{equation}
In the energy, the terms with $\mathbf u\cdot\mathbf w$ cancel between the kinetic and potential parts, and the squared sines and cosines add to one:
\begin{equation}
E=\frac m2\dot r^2+\frac{m\omega^2}{2}r^2
=\frac{m\omega^2}{2}(u^2+w^2)=m\omega^2\langle r^2\rangle .
\end{equation}
Thus $\langle|\ddot{\mathbf r}|^2\rangle=\omega^2E/m$. Energy conservation with (\ref{larmor}) gives
\begin{equation}
\frac{dE}{dt}=-\frac{e^2}{6\pi\varepsilon_0c^3}\,\frac{\omega^2E}{m}
=-\gamma E,
\qquad
\boxed{\;\gamma=\frac{e^2\omega^2}{6\pi\varepsilon_0mc^3}=\Gamma\;}
\label{classical}
\end{equation}
By (\ref{target}), this is the requested Gaussian expression.

The rate in the exercise is therefore that of the energy. For an orbit of fixed shape, $E$ is proportional to the square of the amplitude, so the amplitude falls as $e^{-\gamma t/2}$. The quantum side has the same pattern: $c_j$ decays at $\Gamma/2$ and the probability at $\Gamma$.

\subsection*{Which energies correspond?}

The quantum system has mean excitation energy $\hbar\omega\,e^{-\Gamma t}$ above the ground state, so early in the decay, once the exponential law has set in, it emits a mean power close to $\Gamma\hbar\omega$. A classical oscillator emits $\gamma E$. The two powers agree if $E=\hbar\omega$, which is the energy above the ground state and not the full $5\hbar\omega/2$. The remaining $3\hbar\omega/2$ is zero-point energy, which the electron cannot radiate because there is no lower state.

The equality of the rates does not mean that the excited electron follows a small classical orbit. In any state of the level $\langle\mathbf r\rangle=0$, because $r_j$ changes the number of quanta by one. The mean dipole does not oscillate, and yet the state decays. What agrees is the rate of energy loss.

\subsection*{When the result holds}

The derivation assumed weak coupling and a small orbit. Both conditions can be expressed through $\hbar\omega/(mc^2)$. With the fine-structure constant $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$, equation (\ref{quantum}) gives
\begin{equation}
\frac{\Gamma}{\omega}=\frac{2\alpha}{3}\,\frac{\hbar\omega}{mc^2},
\qquad
(ka)^2=\frac{\omega^2}{c^2}\,\frac{\hbar}{m\omega}=\frac{\hbar\omega}{mc^2},
\end{equation}
where now $k=\omega/c$. If the photon energy is far below $mc^2$, the orbit is small compared with the wavelength and the damping per period is weak.

The effect of the finite orbit can be estimated by keeping the plane wave in the coupling $(e/m)\,\mathbf p\cdot\mathbf A$. Its matrix element contains $\langle0|e^{-i\mathbf k\cdot\mathbf r}\,\boldsymbol\epsilon\cdot\mathbf p|1_j\rangle$. For a given photon, choose the $z$ axis along $\mathbf k$ and the $x$ axis along $\boldsymbol\epsilon$. Since $\langle0|p_x|0\rangle=0$, only $|1_x\rangle$ contributes, and the plane wave acts on the $z$ motion alone. Without the plane wave this coupling reproduces the dipole result. Subtracting $b_x^\dagger$ from $b_x$ gives $p_x=-i\hbar(b_x-b_x^\dagger)/(a\sqrt2)$, so $|\langle0|p_x|1_x\rangle|=\hbar/(a\sqrt2)=m\omega a/\sqrt2$. Since $\mathbf E=-\dot{\mathbf A}$, the mode amplitude of $\mathbf A$ is $\mathcal E_\lambda/\omega_\lambda$. At $\omega_\lambda=\omega$ the coupling then has magnitude $e\mathcal E_\lambda a/\sqrt2$, as in (\ref{coupling}). The plane wave multiplies this result by
\begin{equation}
\langle0|e^{-ikz}|0\rangle=\int_{-\infty}^{\infty}
\frac{e^{-z^2/a^2}}{a\sqrt\pi}\,e^{-ikz}\,dz=e^{-k^2a^2/4}.
\end{equation}
This factor is the same for every direction and polarization, so in this model the rate is multiplied by its square, $e^{-k^2a^2/2}$. Relativistic corrections can be of the same order in $\hbar\omega/(mc^2)$ and are not included. The factor therefore shows how the error scales with $\hbar\omega/(mc^2)$, not its full size.

The surroundings matter too. Mirrors near the trap change the mode sum in (\ref{G}), and thermal photons add absorption and stimulated emission. Equation (\ref{quantum}) is the rate in empty space.

\subsection*{Numbers for a model trap}

Take the round value $\omega=1.0\times10^{15}\ \mathrm{rad/s}$. The photon energy is $0.658\ \mathrm{eV}$ and the wavelength $1.88\ \mu\mathrm m$. The oscillator length is
\begin{equation}
a=\sqrt{\frac{1.0546\times10^{-34}\ \mathrm{J\,s}}
{(9.109\times10^{-31}\ \mathrm{kg})(1.0\times10^{15}\ \mathrm{s^{-1}})}}
=0.340\ \mathrm{nm},
\end{equation}
far below the wavelength. The transition dipole is
\begin{equation}
D=(1.6022\times10^{-19}\ \mathrm C)(0.2406\times10^{-9}\ \mathrm m)
=3.855\times10^{-29}\ \mathrm{C\,m}.
\end{equation}
With SI values inserted, the dipole formula (\ref{dipolerate}) gives
\begin{align}
\Gamma&=\frac{(1.0\times10^{15})^3(3.855\times10^{-29})^2}
{3\pi(8.854\times10^{-12})(1.0546\times10^{-34})(2.998\times10^8)^3}
\ \mathrm{s^{-1}}\nonumber\\
&=6.27\times10^6\ \mathrm{s^{-1}},
\end{align}
and the classical formula (\ref{classical}) gives
\begin{align}
\gamma&=\frac{(1.6022\times10^{-19})^2(1.0\times10^{15})^2}
{6\pi(8.854\times10^{-12})(9.109\times10^{-31})(2.998\times10^8)^3}
\ \mathrm{s^{-1}}\nonumber\\
&=6.27\times10^6\ \mathrm{s^{-1}}.
\end{align}
The lifetime is $1/\Gamma=160\ \mathrm{ns}$. The initial mean power is
\begin{equation}
\Gamma\hbar\omega=(6.27\times10^6\ \mathrm{s^{-1}})
(1.0546\times10^{-19}\ \mathrm J)=6.61\times10^{-13}\ \mathrm W .
\end{equation}

Both conditions are well satisfied: $\omega/\Gamma=1.6\times10^8$ and $(ka)^2=1.3\times10^{-6}$. The plane-wave factor lowers the rate by a fraction $6.4\times10^{-7}$, far below the digits kept here.

The numerical check tests the main links separately. For example, it follows one state coupled to a dense band of levels without assuming exponential decay. The decay rate found there agrees with the golden rule to about $0.2\%$ of its value. That band has a constant coupling, and the deviation is set by its finite half-width $W$ in angular frequency, as $\Gamma/(\pi W)$. The example therefore tests the step from a dense band to exponential decay, not the $\omega'^3$ dependence of $G$ or the frequency shift.

\section*{Computed values}
\begin{verbatim}
Trap angular frequency omega = 1.000e+15 rad/s
Electron charge magnitude e = 1.602177e-19 C
Electron mass m = 9.109384e-31 kg
Speed of light c = 2.997925e+08 m/s
Reduced Planck constant hbar = 1.054572e-34 J s
Vacuum permittivity eps0 = 8.854188e-12 F/m
Photon energy hbar*omega = 1.0546e-19 J
Photon energy hbar*omega = 0.6582 eV
Photon wavelength = 1.8837 micrometre
Oscillator length a = 0.3402 nm
Position matrix element a/sqrt(2) = 0.2406 nm
Transition dipole magnitude = 3.8547e-29 C m
Quantum decay rate Gamma = 6.26642e+06 1/s
Classical energy damping rate, orbit = 6.26642e+06 1/s
Gaussian formula = 6.26642e+06 1/s
Lifetime 1/Gamma = 159.58 ns
Ratio omega/Gamma = 1.5958e+08 (no unit)
Initial emitted power Gamma*hbar*omega = 6.6084e-13 W
k*a = 1.1349e-03 (no unit)
(k*a)^2 = hbar*omega/(m c^2) = 1.2881e-06 (no unit)
Retardation reduction of rate = 6.4404e-07 (fraction)
Grid energies = 1.50000, 2.50000, 2.50000, 2.50000 hbar*omega
Grid dipole strength, mean = 0.50000 a^2
Grid dipole products, largest error = 2.4e-06 a^2
Number of box wave vectors in shell = 181240
Box mode-sum rate / formula = 1.00202 (no unit)
Exact-evolution rate / golden rule = 1.00214 (no unit)
Dipole power, radius 2/k, over 1/(12 pi) = 1.00000000 (no unit)
Dipole power, radius 20/k, over 1/(12 pi) = 1.00000000 (no unit)
Retardation test, k*a = 0.50: rate ratio = 0.882497 (no unit)
Retardation test, exp(-(k*a)^2/2) = 0.882497 (no unit)
\end{verbatim}
